\section*{Why a Substrate Lowers the Heat Conductivity of Graphene}

\section{What goes wrong}

A heat spreader designed with the conductivity of free graphene conducts less than planned once the sheet lies on an oxide. In the model below the conductivity falls from 2540 to 725 W/(m K) at 300 K. Adding substrate scattering rates to a relaxation-time formula does not predict this drop: that formula goes from 371 to 312 W/(m K), a drop of 16\% instead of 71\% (about 20\% if counted from its value of 393 for the pinned spectrum of the supported sheet). What counts is which rates destroy the heat flux, as well as how large they are.

Two mechanisms are usually named: out-of-plane (flexural, ZA) phonons leak into the substrate, and broken mirror symmetry opens forbidden scattering. Both exist, with qualifications. The leak is no net loss of heat, the new scattering is effective mainly when the contact is irregular, and irregular contacts also scatter phonons elastically within the sheet.

\section{The measure of a contribution}

Let phonon $\nu$ have frequency $\omega$, velocity $\mathbf v$ and equilibrium occupation $n$. Write the disturbed occupation as $n+n(1+n)\phi$. To first order its ratio $n/(1+n)$ becomes $e^{-\hbar\omega/k_BT+\phi}$. For a process $0\to1+2$ with equilibrium rate $\Lambda$, energy conservation cancels the Boltzmann factors, so
\begin{equation}
\frac{\text{backward}}{\text{forward}}=e^{-(\phi_0-\phi_1-\phi_2)},\qquad
\text{net rate}=\Lambda(\phi_0-\phi_1-\phi_2).
\end{equation}
Set $\phi=-(\partial_xT)\psi$. In the steady state, drift down the gradient balances collisions:
\begin{equation}
C\psi=b,\qquad b_\nu=v_x\frac{\partial n}{\partial T}=\frac{v_x\hbar\omega\, n(1+n)}{k_BT^2}.
\end{equation}
The heat flux density in a sheet of area $A$ and thickness $d$ is $(Ad)^{-1}\sum\hbar\omega v_x n(1+n)\phi$. Since $\hbar\omega v_xn(1+n)=k_BT^2b_\nu$,
\begin{equation}
\kappa=\frac{k_BT^2}{Ad}\,b\cdot C^{-1}b .
\end{equation}
The collision operator is symmetric, with
\begin{equation}
\psi\cdot C\psi=\sum_{\rm processes}\Lambda(\psi_0-\psi_1-\psi_2)^2+\sum_\nu n(1+n)\gamma_\nu\psi_\nu^2 .
\label{form}
\end{equation}
Here $\gamma_\nu$ collects the rates that return a phonon to local equilibrium. The leak belongs here: a substrate at the local temperature returns as much heat as it takes, but without memory of its direction.

Completing the square gives
\begin{equation}
2b\cdot\psi-\psi\cdot C\psi=b\cdot C^{-1}b-(\psi-C^{-1}b)\cdot C(\psi-C^{-1}b).
\label{var}
\end{equation}
For positive $C$ the maximum over $\psi$ is $b\cdot C^{-1}b$. An added channel contributes a form $D\ge0$, which lowers the left side for every $\psi$ or leaves it unchanged. The maximum therefore cannot rise: \emph{at fixed phonon spectrum, added scattering cannot raise $\kappa$}. Pinning changes the spectrum and needs its own calculation.

The size of the drop depends on momentum. If $\mathbf q_0=\mathbf q_1+\mathbf q_2$, the drift $\psi=aq_x$ makes the first sum in \eqref{form} vanish. Inserting it in \eqref{var} leaves $2a\,b\cdot q_x-a^2R$, with $R=\sum n(1+n)\gamma q_x^2$. The best $a$ is $b\cdot q_x/R$, hence
\begin{equation}
\kappa\ge\frac{k_BT^2}{Ad}\frac{(b\cdot q_x)^2}{R}.
\label{drift}
\end{equation}
As $R\to0$ this bound diverges, however strong the momentum-conserving scattering. In the opposite limit, where the $\gamma_\nu$ dominate, $\psi=b/[n(1+n)\gamma]$ and the relaxation-time formula is recovered.

\section{The free sheet}

Let $\mathbf u$ be the in-plane and $h$ the out-of-plane displacement. Reflection in the flat sheet gives $E(\mathbf u,h)=E(\mathbf u,-h)$, so derivatives of odd order in $h$ vanish at $h=0$. Among cubic terms $hhh$ and $huu$ are forbidden, while $uhh$ is allowed. It comes from the strain $u_{ij}=\frac12(\partial_iu_j+\partial_ju_i+\partial_ih\,\partial_jh)$ in the energy density $\frac\lambda2u_{kk}^2+\mu u_{ij}u_{ij}$. For an in-plane wave $(\mathbf p,\mathbf e)$ and flexural waves $\mathbf q_1,\mathbf q_2$, the two orderings of the latter give, up to a phase,
\begin{equation}
V=\lambda(\mathbf p\cdot\mathbf e)(\mathbf q_1\cdot\mathbf q_2)+\mu[(\mathbf p\cdot\mathbf q_1)(\mathbf e\cdot\mathbf q_2)+(\mathbf p\cdot\mathbf q_2)(\mathbf e\cdot\mathbf q_1)].
\end{equation}
Each displacement carries a quantum amplitude $\sqrt{\hbar/2\rho A\omega}$, with $\rho$ the sheet mass per area. The golden rule then gives
\begin{equation}
\Lambda=\frac{2\pi}{\hbar^2}\frac{\hbar^3V^2}{8\rho^3A\,\omega_0\omega_1\omega_2}\,n_0(1+n_1)(1+n_2)\,\delta(\omega_0-\omega_1-\omega_2).
\label{rate}
\end{equation}
The mean ZA rate from in-plane phonons splitting into two flexural ones, weighted by heat capacity as are all mean rates below, is 131 ns$^{-1}$. These processes conserve momentum, since umklapp is left out. The same coupling also lets flexural phonons above about 12.9 nm$^{-1}$, which on the quadratic dispersion are faster than transverse in-plane phonons, emit the latter. This channel, with a mean rate of about 12 ns$^{-1}$, is left out too; it changes $\kappa$ by about 0.3\%. It arises only because $\omega\propto q^2$ is continued up to the Debye wavevector: the real flexural branch flattens and stays slower than the transverse sound speed.

Resistance comes from boundaries, $\gamma=v/L$ with $L=1\,\mu$m. In-plane phonons of speed $c$ have in addition the assumed rate $2G^2k_BT\omega^2/(Mc^2\omega_D)$, with $G=1.5$, $M$ the carbon mass and $\omega_D=cq_D$ set by the Debye wavevector $q_D$. Solving $C\psi=b$ gives 2540 W/(m K), of which ZA phonons carry 1990. The relaxation-time version replaces $(\psi_0-\psi_1-\psi_2)^2$ by $\psi_0^2+\psi_1^2+\psi_2^2$. It thereby treats momentum-conserving scattering as resistance and gives 371.

\section{Contribution 1: pinning}

Sum 12-6 pair forces over a substrate half-space. For a power $r^{-m}$,
\begin{equation}
\int_z^\infty\!ds\int_0^\infty\!\frac{2\pi r\,dr}{(r^2+s^2)^{m/2}}
=\int_z^\infty\!\frac{2\pi s^{2-m}}{m-2}\,ds=\frac{2\pi z^{3-m}}{(m-2)(m-3)} .
\end{equation}
The energy per area is thus $a(z_0/z)^9-a'(z_0/z)^3$. Zero slope at $z_0$ requires $a'=3a$, and depth $W_a$ requires $a'-a=W_a$, so $a=W_a/2$. Differentiating at $z_0$,
\begin{align}
K&=\left(\tfrac{90}{2}-\tfrac{3\cdot12}{2}\right)\frac{W_a}{z_0^2}=\frac{27W_a}{z_0^2},\\
g&=\left(-\tfrac{990}{2}+\tfrac{3\cdot60}{2}\right)\frac{W_a}{z_0^3}=-\frac{405W_a}{z_0^3}.
\end{align}
With $W_a=0.60$ eV/nm$^2$ $=0.096$ J/m$^2$ and $z_0=0.35$ nm, $K=27(0.096)/(0.35\times10^{-9})^2=2.1\times10^{19}$ N/m$^3$.

For bending stiffness $B$ the spectrum becomes $\rho\omega^2=Bq^4+K$, with a gap of 0.84 THz for a rigid substrate. In-phase yielding of the elastic substrate introduced below would lower it to about 0.75 THz; this shift is not included. Pinning alone changes $\kappa$ from 2540 to 2513 W/(m K), about 1\%. Pinning alone therefore does not explain the drop.

\section{Contribution 2: the leak}

Model the substrate as a scalar elastic solid of density $\rho_s$ and sound speed $c_s$. Let its surface move by $w$. An outgoing wave $e^{i(k_z\zeta-\omega t)}$ in depth $\zeta$ needs the surface force $-\rho_sc_s^2\partial_\zeta w=-iw/X$, where
\begin{equation}
X=\frac1{\rho_sc_s^2k_z},\qquad k_z=\sqrt{\omega^2/c_s^2-q^2}.
\end{equation}
This force is $K(h-w)$. Solving, $w=KXh/(KX-i)$, and
\begin{equation}
K(h-w)=\frac{-iK}{KX-i}h=K\frac{1-iKX}{1+K^2X^2}h .
\end{equation}
Put $\omega\to\omega-i\gamma/2$, so that energy decays at rate $\gamma$. The imaginary part of the sheet equation, $-\rho\omega\gamma=-K^2X/(1+K^2X^2)$, gives
\begin{equation}
\gamma_{\rm coh}=\frac{K^2X}{\rho\omega(1+K^2X^2)},\qquad \omega>c_sq .
\end{equation}
Phonons with $\omega<c_sq$ cannot radiate through a smooth contact.

Now let the contacts be springs $k=K/n_c$ at random points of density $n_c$. The average of $|\sum_je^{i\mathbf Q\cdot\mathbf r_j}|^2$ over positions has a part $N^2$ at $\mathbf Q=0$, which is the smooth contact, and a part $N$ for any $\mathbf Q$, in which the contacts act singly. A weak spring exerts the force amplitude $F=k|h|$. A point force excites all surface wavevectors, so the imaginary response is
\begin{equation}
\chi''=\int_0^{\omega/c_s}\frac{q\,dq}{2\pi}\frac{1}{\rho_sc_s^2\sqrt{\omega^2/c_s^2-q^2}}=\frac{\omega}{2\pi\rho_sc_s^3}.
\end{equation}
Each contact absorbs the power $\frac12\omega\chi''F^2$. Dividing $n_cA$ times this by the wave energy $\frac12\rho A\omega^2|h|^2$ gives
\begin{equation}
\gamma_{\rm loc}=\frac{n_ck^2\chi''}{\rho\omega}=\frac{n_ck^2}{2\pi\rho\rho_sc_s^3}.
\end{equation}
For $n_c=5$ nm$^{-2}$, $k=4.238$ N/m, $\rho=7.61\times10^{-7}$ kg/m$^2$, $\rho_s=2200$ kg/m$^3$ and $c_s=4.0$ km/s,
\begin{equation}
\gamma_{\rm loc}=\frac{(5\times10^{18})(4.238)^2}{2\pi(7.61\times10^{-7})(2200)(4000)^3}\,{\rm s^{-1}}\approx133\ {\rm ns^{-1}}.
\end{equation}
The substrate is given no modes above 10 THz, which reduces the mean to 78 ns$^{-1}$. The coherent part adds 49 ns$^{-1}$. On the substrate side the weak-spring condition is only roughly met. At the cutoff $k\chi''\approx0.3$, and it is less below. The substrate also yields in phase with the force: at low frequency this response is $\chi'=(2/\pi)\int\chi''\,d\omega/\omega$, so $k\chi'\approx0.2$, which lowers $\gamma_{\rm loc}$ there by about 30\%. The recoil of the sheet itself is neglected in the leak. Its measure, $kY$ in the next section, is 0.6 at $q=2$ nm$^{-1}$ and grows as $q^{-2}$ towards small $q$, so the leak is overestimated there.

With both parts of the leak added to the pinned sheet, $\kappa$ falls from 2513 to 794 W/(m K). For comparison, the boundary rate at $q=5$ nm$^{-1}$ is $v/L\approx2q\sqrt{B/\rho}/L\approx5$ ns$^{-1}$ for $B=1.4$ eV. The leak is a far stronger resistance. It raises $R$, so the bound \eqref{drift} no longer guarantees a high conductivity; the fall itself comes from solving $C\psi=b$.

\section{Contribution 3: elastic contact scattering}

The same contacts radiate back into the sheet. With $s=q'^2$, the local sheet response has imaginary part
\begin{equation}
Y=\int_0^\infty\frac{ds}{4\pi}\,\pi\,\delta\big(B(s^2-q^4)\big)=\frac1{8Bq^2}.
\end{equation}
Its real part is proportional to the principal value of $\int_0^\infty ds/(s^2-q^4)$. The antiderivative $\ln|(s-q^2)/(s+q^2)|/2q^2$ vanishes at both ends, so this is zero. The displacement at a contact obeys $h_c=h-ikYh_c$, hence $F^2=k^2|h|^2/(1+k^2Y^2)$. The power balance used above gives
\begin{equation}
\gamma_{\rm el}=\frac{n_ck^2Y}{\rho\omega(1+k^2Y^2)} .
\end{equation}
A point contact scatters equally in all directions, so the scattered phonons carry no average flux and $\gamma_{\rm el}$ enters \eqref{form} as a resistive rate. A real contact is spread over a fraction of $z_0$, which favours forward scattering at large $q$ and weakens this channel. Below about 2 nm$^{-1}$ the mean free path becomes shorter than $1/q$. A phonon is then no longer well defined and the rate is only nominal, but these phonons carry a negligible part of the heat in the supported sheet.

Its mean, 141 ns$^{-1}$, exceeds the total leak of 127 ns$^{-1}$, yet alone it lowers $\kappa$ less, to 1172 W/(m K). The mean rate alone therefore does not fix the drop. Both channels enter \eqref{form} in the same way, so the difference lies in how the rates are distributed over $q$: $\gamma_{\rm el}$ falls as $q^{-4}$ at large $q$, while $\gamma_{\rm loc}$ is constant up to the cutoff and zero above it.

\section{Contribution 4: scattering opened by broken symmetry}

The wall is not symmetric about $z_0$, so $gh^3/6$ appears and allows ZA $\to$ ZA + ZA. The $3!$ assignments of three waves cancel the 6, so $V=g$ in \eqref{rate}.

For a smooth wall momentum is conserved. Since $\omega(\mathbf q)$ is convex, two daughters sharing $\mathbf q$ have at least the energy of an equal split. Decay thus requires $\omega(q)\ge2\omega(q/2)$:
\begin{equation}
Bq^4+K\ge4\left(\tfrac{Bq^4}{16}+K\right)\;\Rightarrow\;\tfrac34Bq^4\ge3K\;\Rightarrow\; q\ge\sqrt2\,(K/B)^{1/4},
\end{equation}
which is 4.4 nm$^{-1}$ here. At random contacts each spring carries $g/n_c$. The incoherent part of the squared coupling replaces $A^2g^2$ by $n_cA(g/n_c)^2=Ag^2/n_c$, and $\mathbf q_1,\mathbf q_2$ are then summed independently.

The two versions have nearly equal mean rates, 17.2 and 17.3 ns$^{-1}$. Added separately to the pinned sheet, the smooth one lowers $\kappa$ by 0.5\%, to 2500 W/(m K), and the irregular one by 43\%, to 1434. The smooth one leaves the drift intact; the irregular one does not.

\section{Weighing the contributions}

All entries keep the pinned spectrum and the same $K$, $n_c$ and $L$; drops are relative to 2513 W/(m K). Because the leak jumps at the cutoff, entries containing it are mesh-limited: finer meshes raise them by 3 to 5 W/(m K), the last one to about 728.

\begin{center}
\begin{tabular}{lcc}
Added to pinned sheet & $\kappa$ [W/(m K)] & drop\\
leak & 794 & 68\%\\
elastic & 1172 & 53\%\\
both cubic & 1391 & 45\%\\
leak and elastic & 744 & 70\%\\
all & 725 & 71\%
\end{tabular}
\end{center}

The drops cannot add: the first three already sum to more than 100\%. In this estimate broken-symmetry scattering alone lowers $\kappa$ by 45\%, but it removes under 3\% once the leak and elastic scattering act. For these parameters the leak is the leading cause. The order depends on the adhesion: at $W_a=0.45$ J/m$^2$ the same formulas, by then outside their weak-spring range, give about 725 W/(m K) for the leak and 520 for elastic scattering.

In-plane phonons have no substrate rate in this model, yet their share falls from 550 to 315 W/(m K). They lose drift through the membrane coupling to ZA phonons. The relaxation-time version lacks this drag. Its in-plane share rises from 135 to 158, which is an effect of the pinned spectrum alone.

\section{The real case and the limits}

Measured room-temperature values are roughly 600 W/(m K) for graphene on silica and a few thousand for suspended sheets, with wide scatter. The model lies in that range, but this does not confirm its parts: $n_c$ is a chosen number, and $W_a$ is at the low end of reported adhesion. Doubling $n_c$ at fixed $K$ gives 810 W/(m K). Real silica vibrates above 10 THz; continuing the leak formulas without a cutoff gives 440. The cutoff matters because about 340 of the 410 W/(m K) carried by ZA phonons in the supported sheet come from modes above 10 THz. There the quadratic dispersion is continued to 21 THz and 17 km/s, while the real branch flattens near 15 THz. A dispersion flattened to 15 THz at $q_D$ gives about 2300 and 460 for the free and supported sheet, with the same order of the contributions. Without the assumed in-plane resistance, the free and supported values become 5514 and 2065, a ratio of 0.37 instead of 0.29.

Treating the contact anharmonicity to lowest order is a rough approximation. The rms height fluctuation is $h_{\rm rms}=15$ pm, so the contact stiffness varies by $|g|h_{\rm rms}/K\approx0.66$ of itself. The cubic rates are therefore estimates of order of magnitude. The irregular one also uses the undisturbed wave amplitude at each contact. Recoil of the sheet and yielding of the substrate reduce the stretching of the contact springs, so this rate and the drop it causes alone are overestimated. Flexural umklapp, four-phonon scattering, corrugation and in-plane leakage are omitted. The variational statement survives such additions if they enter as non-negative collision forms at fixed spectrum; the ranking of the contributions need not. The remaining inputs and branch values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
temperature: 300 K
boundary length: 1 um
sheet thickness: 0.335 nm
lattice constant: 0.246 nm
sheet mass per area: 7.611e-07 kg/m2
bending stiffness: 1.4 eV
Lame constants lambda, mu: 50, 150 N/m
LA and TA speeds: 21.44, 14.04 km/s
Debye wavevector: 15.48 1/nm
adhesion, spacing: 0.60 eV/nm2, 0.35 nm
wall numbers from summation: 27.000, -405.00
pinning stiffness K: 2.119e+19 N/m3
cubic constant g: -9.081e+29 N/m4
contact density: 5 1/nm2
contact spring: 4.238 N/m
substrate density, speed: 2200 kg/m3, 4.0 km/s
substrate cutoff frequency: 10 THz
in-plane Grueneisen number: 1.5 (no unit)
pinned ZA gap frequency: 0.8397 THz
pinning wavevector: 3.118 1/nm
smooth cubic threshold: 4.409 1/nm
local leak, diagonalized/formula: 0.979 (no unit)
coherent leak, diagonalized/formula: 1.013 (no unit)
mean ZA rates, heat-capacity weighted, in 1/ns:
  membrane coupling, free: 131.3 1/ns
  membrane coupling, pinned: 126.1 1/ns
  leak at irregular contacts: 77.68 1/ns
  coherent leak: 49.21 1/ns
  elastic contact scattering: 140.6 1/ns
  smooth cubic: 17.15 1/ns
  irregular cubic: 17.28 1/ns
free: total 2540, ZA 1990, LA 230, TA 320 W/(m K)
pinned only: total 2513, ZA 1947, LA 236, TA 329 W/(m K)
pinned + leak: total 794, ZA 466, LA 170, TA 159 W/(m K)
pinned + elastic: total 1172, ZA 757, LA 200, TA 215 W/(m K)
pinned + leak + elastic: total 744, ZA 425, LA 165, TA 153 W/(m K)
pinned + smooth cubic: total 2500, ZA 1942, LA 233, TA 325 W/(m K)
pinned + irregular cubic: total 1434, ZA 975, LA 214, TA 245 W/(m K)
pinned + both cubic: total 1391, ZA 939, LA 212, TA 240 W/(m K)
fully supported: total 725, ZA 410, LA 164, TA 151 W/(m K)
supported/free: 0.285 (no unit)
free, relaxation-time answer: total 371, ZA 236, LA 76, TA 59 W/(m K)
supported, relaxation-time answer: total 312, ZA 154, LA 85, TA 73 W/(m K)
rms height, supported: 15.38 pm
thermal stiffness change |g| h/K: 0.659 (no unit)
q where bending correction equals B: 1.298 1/nm
supported, no substrate cutoff: total 440, ZA 206, LA 122, TA 112 W/(m K)
free, no in-plane resistance: total 5514, ZA 3444, LA 874, TA 1197 W/(m K)
supported, no in-plane resistance: total 2065, ZA 797, LA 656, TA 612 W/(m K)
supported, contact density doubled: total 810, ZA 476, LA 171, TA 162 W/(m K)
\end{verbatim}
